# Ballistic heat current in a uniform harmonic chain between Langevin baths

## The stationary state

One way to obtain a thermal conductivity from molecular dynamics is to heat one end of a sample, cool the other, wait for a steady state, and divide the heat flux by the temperature gradient. Applied to a chain of equal masses and linear springs, this recipe breaks down. The interior gradient is practically zero while heat still flows, so the quotient has no finite limit. If the temperature difference between the baths is divided by the length and used instead, the quotient is finite, but it grows with the length of the chain. Longer runs and better averaging do not help, because the fault lies in the assumption that a conductivity exists. The chain can be solved in closed form, and the solution shows what such a simulation measures.

Let $N\ge 2$ equal masses $m$ have displacements $x_j$ and velocities $v_j$ along a line. Springs of stiffness $K$ join neighbours, and two further springs of the same stiffness join masses 1 and $N$ to fixed walls, so that $x_0=x_{N+1}=0$. Masses 1 and $N$ are in contact with Langevin baths of friction rate $\lambda$ and temperatures $T_L$ and $T_R$. The motion is classical. The algebra uses atomic units, with temperatures written as energies, so Boltzmann's constant is one. With $\omega_0^2=K/m$ the equations of motion are

$$\dot x=v,\qquad \dot v=-\omega_0^2Gx-\lambda Rv+\xi/m .$$

Here $G$ is the matrix with 2 on the diagonal and $-1$ beside it, and $R$ is diagonal with ones at sites 1 and $N$ and zeros elsewhere. (For $N=2$ it is the unit matrix.) The random forces act on the end sites and are independent white noises,

$$\langle\xi_1(t)\xi_1(t')\rangle=2m\lambda T_L\,\delta(t-t'),$$

with $T_R$ in place of $T_L$ at site $N$. This strength is the right one: a free mass would obey $d\langle v^2\rangle/dt=-2\lambda\langle v^2\rangle+2\lambda T_L/m$, which settles at $m\langle v^2\rangle=T_L$.

The forces are linear, so the second moments obey closed equations. Define the matrices $X=\langle xx^{\mathsf T}\rangle$, $Z=\langle xv^{\mathsf T}\rangle$ and $Y=\langle vv^{\mathsf T}\rangle$, and let $\Theta$ be diagonal with entries $T_L,0,\dots,0,T_R$. Differentiating each moment and setting the result to zero gives

$$Z+Z^{\mathsf T}=0,$$

$$Y-\omega_0^2XG-\lambda ZR=0,$$

$$-\omega_0^2(GZ+Z^{\mathsf T}G)-\lambda(RY+YR)+2\lambda\Theta/m=0 .$$

The second line comes from $\langle\dot x v^{\mathsf T}\rangle+\langle x\dot v^{\mathsf T}\rangle$, in which the noise drops out because the present displacement does not depend on the present random force. In the third line the noise contributes its strength divided by $m^2$. The first line says that $Z$ is antisymmetric, so the third becomes

$$\omega_0^2[G,Z]=\lambda\left(2\Theta/m-RY-YR\right),\qquad [G,Z]=GZ-ZG .$$

A solution found by a lucky guess is sufficient if the stationary moments are unique, and they are unique if every free motion of the damped chain decays. Suppose one did not, and had the form $x=q\,e^{st}$ with $\mathrm{Re}\,s\ge0$. Its energy, formed with absolute squares, is positive, since the spring energy is a sum of squared stretches and vanishes just for $q=0$. The energy varies as $e^{2\mathrm{Re}(s)t}$, so it does not fall. Yet friction changes it at the rate $-m\lambda(|v_1|^2+|v_N|^2)$, which cannot be positive. Hence $v_1=sq_1=0$. The value $s=0$ is excluded, because it would require $Gq=0$ and therefore $q=0$. So $q_1=0$. The equation of motion of mass 1 then gives $q_2=0$, that of mass 2 gives $q_3=0$, and so on along the chain. No such motion exists. The difference of two stationary solutions obeys the noise-free moment equations; it would have to decay and also stay constant, so it is zero.

Now separate equilibrium from the response to the temperature difference. Let

$$T=\frac{T_L+T_R}{2},\qquad \delta=\frac{T_L-T_R}{2},\qquad \nu=\frac{\omega_0^2}{\lambda^2},$$

and let $S$ be diagonal with entries $1,0,\dots,0,-1$, so that $\Theta=TR+\delta S$. For $\delta=0$ the equations are solved by $X=TG^{-1}/K$, $Y=T/m$ and $Z=0$, as substitution confirms. For $\delta\neq0$ write

$$X=\frac{TG^{-1}+\delta a}{K},\qquad Y=\frac{T+\delta b}{m},\qquad Z=\frac{\lambda\delta}{K}\,c,$$

with dimensionless matrices $a$ and $b$, both symmetric, and $c$, antisymmetric. The equilibrium parts cancel. Using $K=m\omega_0^2$, the remaining equations are

$$b=aG+\frac1\nu\,cR,\qquad [G,c]=2S-Rb-bR .$$

The right side of the second equation vanishes unless the row or the column belongs to an end site. In the interior $c$ must therefore commute with $G$, which suggests a matrix that depends on the difference of its indices. Try $c_{ij}=f(j-i)$ with $f$ odd, and write $f(s)=\phi_s$ for $s\ge1$. The interior entries of $Gc$ and $cG$ are then the same second difference of $f$. They differ at the borders, where one neighbour is missing. In row 1 of $Gc$ the absent term is $-f(j)$, so the entry exceeds the second difference by $\phi_j$. In row $N$ the absent term is $-f(j-N-1)=\phi_{N+1-j}$, so the entry falls short by $\phi_{N+1-j}$. In $cG$ the same argument gives $-\phi_i$ in column 1 and $+\phi_{N+1-i}$ in column $N$. Subtracting,

$$[G,c]_{ij}=\delta_{i1}\phi_j+\delta_{j1}\phi_i-\delta_{iN}\phi_{N+1-j}-\delta_{jN}\phi_{N+1-i},$$

where $\delta_{ij}$ with two indices is the Kronecker symbol. Comparison with $2S-Rb-bR$ fixes the border of $b$:

$$b_{11}=1-\phi_1,\qquad b_{1j}=-\phi_j\ (1<j<N),\qquad b_{1N}=0,$$

$$b_{jN}=\phi_{N+1-j}\ (1<j<N),\qquad b_{NN}=-1+\phi_1 .$$

It remains to find $a$ such that $b=aG+cR/\nu$ is symmetric and has this border. Try a matrix that depends on the sum of its indices, $a_{ij}=h(i+j)$. Away from columns 1 and $N$ this gives

$$b_{ij}=2h(i+j)-h(i+j-1)-h(i+j+1),$$

which is symmetric. In column 1 there are two extra terms: $h(i)$, from the missing neighbour, and $c_{i1}/\nu=-\phi_{i-1}/\nu$, from the friction. (The latter is absent for $i=1$, where $c_{11}=0$.) In column $N$ the extra terms are $h(i+N+1)$ and $c_{iN}/\nu=\phi_{N-i}/\nu$. Both pairs cancel if

$$h(s)=\frac{\phi_{s-1}}{\nu}\ (2\le s\le N),\qquad h(s)=-\frac{\phi_{2N+1-s}}{\nu}\ (N+2\le s\le 2N),$$

together with $h(1)=h(2N+1)=0$. The condition $b_{1N}=0$ reads $2h(N+1)=h(N)+h(N+2)$. The right side is zero, so $h(N+1)=0$, which the first expression also covers if we set $\phi_N=0$. The function $h$ is then odd about $s=N+1$.

The first row of $b$ now yields the equation for $\phi_s$. For $1<j<N$ the requirement $b_{1j}=-\phi_j$ becomes

$$\frac{2\phi_j-\phi_{j-1}-\phi_{j+1}}{\nu}=-\phi_j .$$

For $j=1$, where $h(1)=0$, it is $(2\phi_1-\phi_2)/\nu=1-\phi_1$. Both are contained in

$$(2+\nu)\phi_s-\phi_{s-1}-\phi_{s+1}=0,\qquad \phi_0=\nu,\quad\phi_N=0,$$

for $s=1,\dots,N-1$. The conditions in column $N$ follow from those in row 1 because $h$ is odd. Defining $\alpha>0$ by $2\cosh\alpha=2+\nu$ and using $\sinh(u+\alpha)+\sinh(u-\alpha)=2\cosh\alpha\,\sinh u$, we find

$$\phi_s=\nu\,\frac{\sinh[(N-s)\alpha]}{\sinh(N\alpha)} .$$

All conditions are met, so this is the stationary state.

The local temperature is $T_j=m\langle v_j^2\rangle=T+\delta b_{jj}$. For an interior site in the left half, $b_{jj}$ is the second difference of $h$ at $2j$, which the recurrence turns into $-\phi_{2j-1}$. The sinh formula is odd about $s=N$, as $h$ requires, so the same expression serves in the right half:

$$T_1=T+\delta(1-\phi_1),\qquad T_j=T-\delta\phi_{2j-1}\ (1<j<N),\qquad T_N=T-\delta(1-\phi_1).$$

For the heat current from site $j$ to site $j+1$, take the mean power that their spring delivers to the right-hand mass. The force on that mass is $K(x_j-x_{j+1})$, and $\langle x_{j+1}v_{j+1}\rangle=0$ because $Z$ is antisymmetric. Hence

$$J=KZ_{j,j+1}=\lambda\delta\phi_1 ,$$

the same for every bond, as a steady state demands. The left bath gives an independent account. Its noise feeds in the power $\lambda T_L$ and its friction removes $\lambda T_1$, so the net input is $\lambda(T_L-T_1)=\lambda\delta\phi_1$, in agreement.

These formulas were compared with direct numerical solutions of the moment equations for $N=2,5,12,25$ and $\lambda/\omega_0=0.3,1,2.5,0.7$ respectively. With $m=K=1$, $T_L=1.7$ and $T_R=0.4$, the largest deviation in any entry of $X$, $Y$ or $Z$ was $3\times10^{-12}$. A second test integrated the stochastic equations of motion themselves, for six masses with $\lambda=0.8\,\omega_0$ and bath temperatures 1.5 and 0.5, with 2000 copies and a time step of $0.05/\omega_0$. The simulated temperatures were 1.256, 0.974, 0.995, 0.999, 1.019 and 0.737; the formula gives 1.260, 0.977, 0.998, 1.002, 1.023 and 0.740. The current was 0.1915 against 0.1920. The test allowed differences of 0.02 in temperature and 0.015 in current, to cover sampling noise and the finite time step. All six temperatures lie slightly low; the two sources of error were not separated.

## Length, scattering and a numerical case

The chain has $N$ masses $m$ and springs $K$, with $\omega_0^2=K/m$. Its end masses feel friction at rate $\lambda$ and baths at $T_L$ and $T_R$, whose mean is $T$ and whose half-difference is $\delta$. With $\nu=\omega_0^2/\lambda^2$ and $2\cosh\alpha=2+\nu$, the first half found $\phi_s=\nu\sinh[(N-s)\alpha]/\sinh(N\alpha)$, the current $J=\lambda\delta\phi_1$, and the interior temperatures $T_j=T-\delta\phi_{2j-1}$. The equal-time averages of displacement and velocity products are $X$, $Z$ and $Y$, and $G$ is the spring matrix.

To see how the current depends on length, expand

$$\phi_1=\nu\left[\cosh\alpha-\sinh\alpha\coth(N\alpha)\right],\qquad \coth(N\alpha)=1+\frac{2}{e^{2N\alpha}-1}.$$

Since $\cosh\alpha-\sinh\alpha=e^{-\alpha}$, the long-chain current and the deviation from it are

$$J_\infty=\lambda\delta\nu e^{-\alpha},\qquad J_\infty-J_N=\frac{2\lambda\delta\nu\sinh\alpha}{e^{2N\alpha}-1}.$$

The second formula was tested against numerical currents for $N=2$ to 6 at $\lambda=0.9\,\omega_0$ and held to a relative accuracy of $10^{-5}$. Once $N\alpha\gg1$ the current is thus independent of length up to an exponentially small term, and what dependence there is has the opposite sense to Fourier's law: a longer chain carries more heat. At fixed bath temperatures Fourier's law would require $J\propto1/N$. Here the apparent conductivity, flux times length divided by temperature difference, grows in proportion to the length.

The temperature profile is flat in the same sense. Put $z=e^{-\alpha}$, so that $\nu=z+1/z-2=(1-z)^2/z$. In a long chain $\phi_1=(1-z)^2$ and $\phi_3=z^2(1-z)^2$. The temperature difference is lost at the two ends. At the hot end the temperature drops by $\delta\phi_1$ from the bath to the first site and by $\delta(1-\phi_1+\phi_3)$ from the first site to the second. Weak friction puts most of the loss in the first step, strong friction in the second. The second site lies below the mean by $\delta z^2(1-z)^2$, although it is next to the hot end, and by symmetry the site next to the cold end lies above the mean. This reversed deviation is at most $\delta/16$, reached at $z=1/2$, and it shrinks by a factor $z^2$ with each further site. Heat therefore flows against a small local gradient near the ends. No thermodynamic law is violated, because the state there is not one of local equilibrium.

The long-chain expressions for the current and the profile require $N\alpha\gg1$. For strong friction, $\lambda\gg\omega_0$, we have $\alpha\approx\omega_0/\lambda$, so the chain must be much longer than $\lambda/\omega_0$ sites. In a shorter chain $\phi_s\approx\nu(N-s)/N$, and the interior profile has a weak slope of the wrong sign. It is still nearly flat, because the deviations from the mean are smaller than $\nu\delta$ and $\nu$ is small.

Both weak and strong friction throttle the current. Weak friction gives $\nu e^{-\alpha}\to1$ and $J_\infty\to\lambda\delta$, because the baths hardly touch the chain. Strong friction gives $J_\infty\to\omega_0^2\delta/\lambda$, because the strongly damped end masses respond only weakly to the forces of the chain. In between, use $\sqrt\nu=2\sinh(\alpha/2)$ and $\lambda=\omega_0/\sqrt\nu$, and set $w=e^{-\alpha/2}$:

$$J_\infty=\omega_0\delta\sqrt\nu\,e^{-\alpha}=\omega_0\delta\,(w-w^3).$$

The maximum lies at $w=1/\sqrt3$. There $\sqrt\nu=1/w-w=2/\sqrt3$, so

$$\lambda=\frac{\sqrt3}{2}\,\omega_0,\qquad J_\infty=\frac{\omega_0(T_L-T_R)}{3\sqrt3}.$$

A numerical maximization for 20 sites gave $\lambda=0.8660\,\omega_0$ and a current of $0.19245\,\omega_0(T_L-T_R)$, in agreement. The current in this model thus depends on the thermostat as well as on the chain, and no length removes that dependence.

A second route to the current shows why length drops out. Let $g(\omega)$ be the displacement of mass $N$ per unit oscillating force on mass 1. The left noise, of spectral strength $2m\lambda T_L$, makes mass $N$ dissipate the mean power

$$m\lambda\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2|g|^2\,2m\lambda T_L=T_L\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega),\qquad \mathcal T=4(m\lambda\omega)^2|g|^2 .$$

The response is symmetric between the ends, so the right noise sends $T_R$ times the same integral to the left. What each noise dissipates at its own end is returned to its own bath. The net current is

$$J=(T_L-T_R)\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega).$$

Each frequency crosses the chain independently. Waves are reflected where the chain meets the baths and the walls, but nothing between the ends scatters them, so there is no resistance that could accumulate with length.

The same formula gives the leading effect of quantum statistics. If the noise obeys the quantum fluctuation–dissipation relation, $T_L$ is replaced by $\omega[n_L(\omega)+\tfrac12]$, with $n_L$ the Bose occupation, and likewise on the right. The zero-point terms cancel in the difference. For a small temperature difference each frequency is then reduced by the factor $1-(\omega/T)^2/12$ to leading order.

Fourier's law can return when the interior scatters energy. As a model of this, attach to every interior site a further bath with rate $\lambda_s$, whose temperature is chosen so that it exchanges no net energy on average. In the interior the moment equations become

$$Y=\omega_0^2XG+\lambda_sZ,\qquad Y=\omega_0^2GX-\lambda_sZ,$$

the second being the transpose of the first. Subtracting gives $2\lambda_sZ=\omega_0^2(GX-XG)$. Written out for neighbouring sites, this is

$$2\lambda_sZ_{j,j+1}=\omega_0^2(D_j-D_{j+1}),\qquad D_j=X_{jj}-X_{j-1,j+1}.$$

For slow temperature variation, evaluate $D_j$ in local equilibrium. There $GX=T/K$, and its off-diagonal entry gives $X_{j-1,j+1}=2X_{j,j+1}-X_{j+1,j+1}$. Hence $D_j=\langle(x_j-x_{j+1})^2\rangle$, the mean square stretch of a spring, which equals $T_j/K$ in a long chain. With $J=KZ_{j,j+1}$,

$$J=\frac{\omega_0^2}{2\lambda_s}\,(T_j-T_{j+1}).$$

This is Fourier's law to leading order in the gradient. The resistance $(T_L-T_R)/J$ grows by $2\lambda_s/\omega_0^2$ per site. For $\lambda_s=0.2\,\omega_0$ and end baths at $0.8\,\omega_0$, numerical solutions at 32 and 64 sites gave a growth of 0.4118 per site, in units of $1/\omega_0$, where the formula gives 0.4000. The test allowed 3 per cent, and the result lies just inside. The excess dies out in longer chains: successive doublings from 64 to 512 sites give 0.4056, 0.4028 and 0.4014. The interior baths do not conserve momentum, so this model does not show that every anharmonic spring restores Fourier's law.

For a numerical case take rough values in the regime of CdTe, whose heavy atoms vibrate slowly enough for classical statistics to be reasonable near room temperature. Each Cd–Te pair is treated as one mass of 240 u, with $K=2$ eV/Å$^2$, a spacing of 3.2 Å and a cross-section of 21 Å$^2$ per chain. The baths are at 310 K and 290 K, with $\lambda=5$ ps$^{-1}$. These values give $\omega_0=8.967$ rad/ps, so $\lambda/\omega_0=0.5576$, $\nu=3.216$ and $e^{-\alpha}=0.1993$. Then $\phi_1=3.216\times0.1993=0.641$, and the first site is at $300+10\,(1-0.641)=303.59$ K. For 32 sites the second and third are at 299.75 K and 299.99 K, the middle is at 300.00 K, and the last two are at 300.25 K and 296.41 K.

With $k_B\delta=10\times0.02585/300=8.62\times10^{-4}$ eV, the current is

$$J=5\times8.62\times10^{-4}\times0.641=2.76\times10^{-3}\ \text{eV/ps}=0.44\ \text{nW}.$$

Numerical solutions for 8, 32 and 128 sites give this same current to the seven digits printed, and so does the transmission integral for 32 sites. The apparent conductivity meanwhile rises from 0.24 to 1.05 to 4.28 W/(m K), in the ratio of the lengths, $7:31:127$.

The neglected effects differ greatly in size. The highest phonon energy of the chain, $2\omega_0$, is 0.0118 eV, against a thermal energy of 0.0259 eV at 300 K, and quantum statistics lower the current by 0.8 per cent. Treating each pair as one mass matters far more. A chain of alternating masses 112.4 u and 127.6 u, with the same pair mass, the same stiffness per pair and the same drag coefficient on the end atoms, carries 1.77 times the current, at 24 pairs as at 48. The ratio depends a little on which atoms touch the baths: it is about 1.745 with the lighter atom at both ends and 1.81 with the heavier one. The formula explains most of this. If the two atoms were equal, the masses would halve, the springs would double in stiffness, and $\omega_0$ and $\lambda$ would both double. Then $\nu$ would stay the same and $J_\infty$ would double, since at fixed $\nu$ and $\delta$ it is proportional to $\omega_0$. The remaining difference, between 2 and 1.77, is due to the unequal masses. Doubling the frequencies also makes the quantum reduction about four times larger, near 3 per cent.

Scattering also separates the chain from a real crystal. The root-mean-square stretch of the middle spring is 0.112 Å, or 3.5 per cent of the spacing, and real bonds are not perfectly linear. A scattering rate can be estimated from a rough bulk conductivity $\kappa=6$ W/(m K). Kinetic theory gives the mean free path as $3\kappa/(Cv)$, where $v=2869$ m/s is the sound speed of the chain and $C$ counts three acoustic branches, $3k_B$ per pair. The result is about 100 Å, and $\lambda_s$ is $v$ divided by this path, 0.28 ps$^{-1}$. With interior baths of that rate and everything else held fixed, the current falls to 0.66 of its harmonic value at 32 sites and to 0.37 at 128. The profile acquires a slope: at 128 sites, the temperatures at sites 32 and 97 are 302.8 K and 297.2 K. In the long-chain limit the formula gives this scattering chain a conductivity of 3.0 W/(m K), half of the input. The reason is that the chain has one branch instead of three, and its mean squared group velocity is $v^2/2$, whereas the isotropic estimate uses three branches with $v^2/3$ each.

Set beside a real device, the harmonic chain is a rough one-dimensional picture of longitudinal acoustic vibrations in a perfect crystal shorter than the mean free path. The friction rate belongs to the thermostat and is not a property of CdTe. The 20 K difference across about 10 nm and the resulting flux of about $2\times10^9$ W/m$^2$ are far above what a working chip sustains on average, roughly $10^6$ W/m$^2$. In the classical harmonic model this does not affect the conductance, since $J$ is linear in the temperature difference. Real devices break the assumption of scattering-free transport. In the model above, scattering removes a third of the current at 10 nm and nearly two thirds at 41 nm. These fractions belong to a chain with one branch, one scattering rate and one choice of thermostat, and are not predictions for CdTe. With end friction of 1 ps$^{-1}$ they become 15 and 36 per cent. With the interior rate halved, so that the chain itself has a conductivity of 6 W/(m K), they become 21 and 49 per cent. A conductivity taken from a simulation is therefore a material property only if it has stopped changing with length and thermostat; in the harmonic chain it never does.

## Calculated quantities

```
largest covariance error: 3.1e-12 (scaled)
MD chain: 6 sites, friction 0.8 w0, baths 1.5 and 0.5 (scaled)
MD temperatures: [1.256 0.974 0.995 0.999 1.019 0.737] (scaled)
formula        : [1.26  0.977 0.998 1.002 1.023 0.74 ] (scaled)
MD current 0.1915, formula 0.1920 (scaled)
best friction, numerical: 0.8660 w0
largest current, numerical: 0.19245 w0 kB (TL-TR)
scattering test, rate 0.2 w0: resistance per site 0.4118, expected 0.4000 (scaled)
pair mass: 240 u
spring constant: 2.0 eV/A^2
spacing: 3.2 A, area per chain: 21 A^2
bath temperatures: 310 K and 290 K
friction rate: 5.0 /ps
w0: 8.967 rad/ps
friction/w0: 0.5576
nu: 3.2162
alpha: 1.6128, exp(-alpha): 0.1993
phi_1 at 32 sites: 0.6411
temperature of site 1 of 32: 303.5892 K
temperature of site 2 of 32: 299.7453 K
temperature of site 3 of 32: 299.9899 K
temperature of site 4 of 32: 299.9996 K
temperature of site 16 of 32: 300.0000 K
temperature of site 31 of 32: 300.2547 K
temperature of site 32 of 32: 296.4108 K
N=8: current 2.762179e-03 eV/ps, apparent conductivity 0.236 W/(m K)
N=32: current 2.762179e-03 eV/ps, apparent conductivity 1.045 W/(m K)
N=128: current 2.762179e-03 eV/ps, apparent conductivity 4.282 W/(m K)
long-chain current: 2.762179e-03 eV/ps = 0.4425 nW
transmission integral, N=32: 2.762179e-03 eV/ps
largest phonon energy: 0.01180 eV
kB T at 300 K: 0.02585 eV
quantum/classical current, N=32: 0.9922
alternating/uniform current, 24 pairs: 1.7725
alternating/uniform current, 48 pairs: 1.7714
rms stretch of middle bond: 0.1120 A = 3.50 % of spacing
rough bulk conductivity, input: 6 W/(m K)
sound speed of chain: 2869 m/s
rough mean free path: 102 A
rough scattering rate: 0.282 /ps
with scattering, N=32: current/harmonic 0.662
  sites 8 and 25: 301.66 K, 298.34 K
with scattering, N=128: current/harmonic 0.367
  sites 32 and 97: 302.84 K, 297.16 K
bulk conductivity of scattering chain: 3.00 W/(m K)
```
